# Doping profile of least drift resistance at a fixed critical field: test program

```python
# Result under test: a one-dimensional drift layer that blocks voltage V with
# peak field Ec has resistance times area R = C V^2 / (eps mu Ec^3), where
#   C = 4     uniform doping, field just reaching zero at the contact,
#   C = 27/8  best uniform punch-through layer (end field Ec/3),
#   C = 3     best doping profile of all, N proportional to 1/sqrt(1 - x/W).
# eps: permittivity, mu: constant mobility, N: donor density, W: layer width,
# u = x/W: position measured from the blocking junction. SI units inside.
import numpy as np
from scipy.constants import e as q, epsilon_0
from scipy.integrate import quad
from scipy.optimize import minimize, brentq

V = 1000.0
Ec = 2.0e8
eps_r = 10.0
eps = eps_r * epsilon_0
mu = 0.1


def integral(f):
    return quad(f, 0.0, 1.0, epsabs=0.0, epsrel=1e-9, limit=200)[0]


def evaluate_layer(doping, width, end_field):
    """Peak field, blocked voltage and resistance from the doping alone."""
    charge = q * width * integral(doping)
    moment = q * width**2 * integral(lambda u: u * doping(u))
    peak = end_field + charge / eps
    voltage = end_field * width + moment / eps
    resistance = width / (q * mu) * integral(lambda u: 1.0 / doping(u))
    return peak, voltage, resistance


def coefficient(peak, voltage, resistance):
    return resistance * eps * mu * peak**3 / voltage**2


# Three designs: derived doping and width, checked by position-space quadrature
N_tri = eps * Ec**2 / (2 * q * V)
N_pt = 4 * eps * Ec**2 / (9 * q * V)
N_gr = eps * Ec**2 / (3 * q * V)
W_tri, W_opt = 2 * V / Ec, 1.5 * V / Ec


def graded(u):
    return N_gr / np.sqrt(1.0 - u)


designs = {
    "triangular": (lambda u: N_tri, W_tri, 0.0, 4.0),
    "punch-through": (lambda u: N_pt, W_opt, Ec / 3, 27 / 8),
    "graded": (graded, W_opt, 0.0, 3.0),
}
results = {}
for name, (doping, width, end_field, expected) in designs.items():
    peak, voltage, resistance = evaluate_layer(doping, width, end_field)
    assert abs(peak / Ec - 1) < 1e-6, name
    assert abs(voltage / V - 1) < 1e-6, name
    C = coefficient(peak, voltage, resistance)
    assert abs(C - expected) < 1e-5, name
    results[name] = (width, resistance, C)

# Random smooth positive doping profiles must never fall below the bound 3
rng = np.random.default_rng(7)
random_C = []
for _ in range(200):
    a = rng.normal(size=3) * np.array([0.6, 0.3, 0.2])

    def trial(u, a=a):
        return N_tri * np.exp(sum(a[k] * np.cos((k + 1) * np.pi * u)
                                  for k in range(3)))
    end = rng.uniform(0.0, 0.5) * Ec
    random_C.append(coefficient(*evaluate_layer(trial, W_opt, end)))
lowest_random = min(random_C)
assert lowest_random > 3.0

# Excess over the minimum equals the squared distance from the optimal slope,
# tested on a linearly graded layer with a nonzero end field
end = 0.2 * Ec


def linear(u):
    return 0.5 * N_tri * (1 + 2 * u)


peak, voltage, resistance = evaluate_layer(linear, W_opt, end)
C_linear = coefficient(peak, voltage, resistance)


def squared_distance(u):
    field = end + q * W_opt / eps * 0.5 * N_tri * ((1 - u) + (1 - u**2))
    n = q * linear(u) * voltage / (eps * peak**2)
    return (1 / n - 3 * field / peak)**2 * n


excess = (W_opt * peak / voltage * integral(squared_distance)
          + 3 * (end / peak)**3)
assert abs(C_linear - 3 - excess) < 1e-7


# Direct minimisation over layers of equal width, each uniformly doped, with a
# free end field; the coefficient does not depend on the scales of N and W
def edge_fields(p):
    n = np.exp(p[:-1])
    return np.exp(p[-1]) + np.append(np.cumsum(n[::-1])[::-1], 0.0)


def layered_coefficient(p):
    edges = edge_fields(p)
    blocked = np.sum(edges[:-1] + edges[1:]) / 2
    return np.sum(np.exp(-p[:-1])) * edges[0]**3 / blocked**2


layered = {}
for M in (1, 2, 4, 40):
    start = np.append(np.zeros(M), np.log(0.2 * M))
    best = minimize(layered_coefficient, start, method="BFGS",
                    options={"gtol": 1e-6, "maxiter": 2000})
    edges = edge_fields(best.x)
    layered[M] = (best.fun, edges[-1] / edges[0])
    if M == 40:
        k = np.arange(31)
        field_error = np.max(np.abs(edges[:31] / edges[0]
                                    - np.sqrt(1 - k / M)))
assert abs(layered[1][0] - 27 / 8) < 1e-6
assert abs(layered[1][1] - 1 / 3) < 1e-3
assert layered[1][0] > layered[2][0] > layered[4][0] > layered[40][0] > 3
assert layered[40][0] < 3.005      # finite number of layers
assert field_error < 0.01          # finite number of layers

# Ionisation coefficient A*E^7, with A set so that the triangular field breaks
# down at peak Ec. Each other shape is rescaled to break down at the same V.
shapes = {
    "triangular": lambda u: 1 - u,
    "punch-through": lambda u: 1 - 2 * u / 3,
    "graded": lambda u: np.sqrt(1 - u),
}


def ionisation(shape, peak_ratio):
    width = 1 / (peak_ratio * integral(shape))
    return width * integral(lambda u: (peak_ratio * shape(u))**7)


reference = ionisation(shapes["triangular"], 1.0)
corrected = {}
for name, shape in shapes.items():
    ratio = brentq(lambda s: ionisation(shape, s) / reference - 1, 0.5, 1.5)
    corrected[name] = (ratio, results[name][2] / ratio**3)
assert abs(corrected["graded"][1] - 3 * np.sqrt(4 / 3)) < 1e-4
assert abs(corrected["punch-through"][1]
           - 27 / 8 * np.sqrt(9 / 8 * (1 - 3.0**-8))) < 1e-4
assert 3 < corrected["graded"][1] < corrected["punch-through"][1] < 4

print(f"Blocking voltage V = {V:.0f} V")
print(f"Critical field Ec = {Ec / 1e8:.1f} MV/cm")
print(f"Relative permittivity = {eps_r:.0f}")
print(f"Mobility = {mu * 1e4:.0f} cm^2/(V s)")
unit_R = V**2 / (eps * mu * Ec**3)
print(f"V^2/(eps mu Ec^3) = {unit_R * 1e7:.4f} mOhm cm^2")
for name, (width, resistance, C) in results.items():
    print(f"{name}: width = {width * 1e6:.2f} um")
    print(f"{name}: coefficient C = {C:.4f}")
    print(f"{name}: resistance*area = {resistance * 1e7:.4f} mOhm cm^2")
    saving = 100 * (1 - resistance / results["triangular"][1])
    print(f"{name}: saving against triangular = {saving:.2f} %")
print(f"Triangular doping = {N_tri / 1e6:.3e} cm^-3")
print(f"Punch-through doping = {N_pt / 1e6:.3e} cm^-3")
print(f"Punch-through end field = {Ec / 3 / 1e8:.4f} MV/cm")
print(f"Stop-sheet density = {eps * Ec / (3 * q) / 1e4:.3e} cm^-2")
for u in (0.0, 0.5, 0.9, 0.99):
    print(f"Graded doping at x/W = {u:.2f}: {graded(u) / 1e6:.3e} cm^-3")
print(f"Lowest C of {len(random_C)} random profiles = {lowest_random:.4f}")
print(f"Linearly graded trial: C = {C_linear:.5f}")
print(f"Linearly graded trial: 3 + excess = {3 + excess:.5f}")
for M, (C, ratio) in layered.items():
    print(f"Best {M} equal-width layer(s): C = {C:.5f}, "
          f"end/peak field = {ratio:.4f}")
print(f"40 layers: largest field error, x/W <= 0.75 = {field_error:.1e} Ec")
for name, (ratio, C) in corrected.items():
    print(f"E^7 ionisation, {name}: peak/Ec = {ratio:.4f}, C = {C:.4f}")
print("PASS")
```

It prints:

```
Blocking voltage V = 1000 V
Critical field Ec = 2.0 MV/cm
Relative permittivity = 10
Mobility = 1000 cm^2/(V s)
V^2/(eps mu Ec^3) = 0.1412 mOhm cm^2
triangular: width = 10.00 um
triangular: coefficient C = 4.0000
triangular: resistance*area = 0.5647 mOhm cm^2
triangular: saving against triangular = 0.00 %
punch-through: width = 7.50 um
punch-through: coefficient C = 3.3750
punch-through: resistance*area = 0.4765 mOhm cm^2
punch-through: saving against triangular = 15.63 %
graded: width = 7.50 um
graded: coefficient C = 3.0000
graded: resistance*area = 0.4235 mOhm cm^2
graded: saving against triangular = 25.00 %
Triangular doping = 1.105e+16 cm^-3
Punch-through doping = 9.825e+15 cm^-3
Punch-through end field = 0.6667 MV/cm
Stop-sheet density = 3.684e+12 cm^-2
Graded doping at x/W = 0.00: 7.368e+15 cm^-3
Graded doping at x/W = 0.50: 1.042e+16 cm^-3
Graded doping at x/W = 0.90: 2.330e+16 cm^-3
Graded doping at x/W = 0.99: 7.368e+16 cm^-3
Lowest C of 200 random profiles = 3.0370
Linearly graded trial: C = 3.09025
Linearly graded trial: 3 + excess = 3.09025
Best 1 equal-width layer(s): C = 3.37500, end/peak field = 0.3333
Best 2 equal-width layer(s): C = 3.14892, end/peak field = 0.2302
Best 4 equal-width layer(s): C = 3.05707, end/peak field = 0.1585
Best 40 equal-width layer(s): C = 3.00205, end/peak field = 0.0481
40 layers: largest field error, x/W <= 0.75 = 2.2e-04 Ec
E^7 ionisation, triangular: peak/Ec = 1.0000, C = 4.0000
E^7 ionisation, punch-through: peak/Ec = 0.9806, C = 3.5795
E^7 ionisation, graded: peak/Ec = 0.9532, C = 3.4641
PASS
```
